# Reciprocity of Transfer Thermal Impedance Between Two Heated Blocks: a numerical check

```python
"""Reciprocity of transfer thermal impedance.

Result under test: in a linear conducting solid at rest, the mean rise of block B
per watt in block A equals the mean rise of A per watt in B, at every time and
frequency. Each mean uses the same weight as the heating of that block.
Z_BA: rise of B per watt in A.  Z_AB: rise of A per watt in B.

Strip model:  C dT/dt = d/dx(K dT/dx) - G T + p(x), with insulated ends.
K: conductivity times cross-section; C: heat capacity per length;
G: cooling conductance per length; p: power per length; T: rise over ambient.
Chebyshev collocation gives nonsymmetric matrices, so reciprocity is not built in.
"""
import numpy as np
from numpy.polynomial import chebyshev as ch
from scipy.linalg import block_diag, expm


def chebyshev_grid(n):
    """Nodes on [-1, 1], differentiation matrix and quadrature weights."""
    nodes = -np.cos(np.pi * np.arange(n + 1) / n)
    values = ch.chebvander(nodes, n)
    slopes = ch.chebvander(nodes, n - 1) @ ch.chebder(np.eye(n + 1))
    moments = np.array([2 / (1 - j * j) if j % 2 == 0 else 0.0
                        for j in range(n + 1)])
    return nodes, slopes @ np.linalg.inv(values), np.linalg.solve(values.T, moments)


# ---------------- thin die strip with uniform blocks ----------------
width, thickness, heat_capacity = 10e-3, 0.5e-3, 1.6e6
edges = np.array([0, 1, 3, 5, 7, 10, 12]) * 1e-3
k_segment = np.array([120, 120, 120, 60, 60, 60.0])
h_segment = np.array([2000, 2000, 2000, 6000, 6000, 6000.0])
segment_A, segment_B = 1, 4
power = 10.0
k_scale_temperature = 300.0

degree = 16
nodes, D_ref, w_ref = chebyshev_grid(degree)
lengths = np.diff(edges)
n_seg, per_seg = len(lengths), degree + 1
D = block_diag(*[D_ref * 2 / length for length in lengths])
quad = np.concatenate([w_ref * length / 2 for length in lengths])
K0 = np.repeat(k_segment, per_seg) * width * thickness
G = np.repeat(h_segment, per_seg) * width
C = np.full(n_seg * per_seg, heat_capacity * width * thickness)
segment_of_node = np.repeat(np.arange(n_seg), per_seg)
first = np.arange(n_seg) * per_seg
last = first + degree
end_nodes = np.sort(np.concatenate([first, last]))
inner = np.setdiff1d(np.arange(n_seg * per_seg), end_nodes)
weight = {"A": (segment_of_node == segment_A) / lengths[segment_A],
          "B": (segment_of_node == segment_B) / lengths[segment_B]}


def strip_operator(K):
    """Loss operator on inner nodes, and map from inner nodes to all nodes."""
    flux = K[:, None] * D
    loss = -D @ flux + np.diag(G)
    identity = np.eye(len(K))
    rows = [flux[first[0]], flux[last[-1]]]
    for j in range(n_seg - 1):
        rows.append(identity[last[j]] - identity[first[j + 1]])
        rows.append(flux[last[j]] - flux[first[j + 1]])
    rows = np.array(rows)
    lift = np.zeros((len(K), len(inner)))
    lift[inner] = np.eye(len(inner))
    lift[end_nodes] = -np.linalg.solve(rows[:, end_nodes], rows[:, inner])
    return loss[inner] @ lift, lift


def block_mean(block, T):
    return (quad * weight[block]) @ T


loss, lift = strip_operator(K0)
steady_inner = {b: np.linalg.solve(loss, weight[b][inner]) for b in "AB"}
steady = {b: lift @ steady_inner[b] for b in "AB"}
R = {r + h: block_mean(r, steady[h]) for r in "AB" for h in "AB"}
for b in "AB":
    assert abs(quad @ (G * steady[b]) - 1) < 1e-7      # all heat leaves by cooling
assert abs(R["BA"] / R["AB"] - 1) < 1e-7
assert abs(R["AA"] / R["BB"] - 1) > 0.05               # self values are unrelated

# step response
generator = -loss / C[inner][:, None]
times = [0.05, 0.1, 0.2, 0.5, 1.0, 2.0]
step_rows = []
for t in times:
    decay = expm(generator * t)
    T = {b: lift @ (steady_inner[b] - decay @ steady_inner[b]) for b in "AB"}
    z_BA, z_AB = block_mean("B", T["A"]), block_mean("A", T["B"])
    assert abs(z_BA - z_AB) < 1e-6 * R["BA"]
    for b in "AB":                                    # stored + removed = supplied
        rate = lift @ (decay @ (weight[b] / C)[inner])
        assert abs(quad @ (C * rate + G * T[b]) - 1) < 1e-5
    step_rows.append((t, z_BA, z_AB))

# periodic heating
frequency = 1.0
dynamic = loss + 2j * np.pi * frequency * np.diag(C[inner])
periodic = {b: lift @ np.linalg.solve(dynamic, weight[b][inner]) for b in "AB"}
f_BA, f_AB = block_mean("B", periodic["A"]), block_mean("A", periodic["B"])
assert abs(f_BA / f_AB - 1) < 1e-6

# hottest point of the unheated block instead of its mean
peak_B = power * steady["A"][segment_of_node == segment_B].max()
peak_A = power * steady["B"][segment_of_node == segment_A].max()
assert abs(peak_B / peak_A - 1) > 0.01


def nonlinear_rise(heated, watts):
    """Steady rise when conductivity falls as 1/(1 + T/k_scale_temperature)."""
    T = watts * steady[heated]
    for _ in range(100):
        operator, extend = strip_operator(K0 / (1 + T / k_scale_temperature))
        T_new = extend @ np.linalg.solve(operator, watts * weight[heated][inner])
        change = np.max(np.abs(T_new - T))
        T = T_new
        if change < 1e-8:
            break
    assert change < 1e-8
    assert abs(quad @ (G * T) / watts - 1) < 1e-5
    return T


nl_B = block_mean("B", nonlinear_rise("A", power))
nl_A = block_mean("A", nonlinear_rise("B", power))
assert abs(nl_B / nl_A - 1) > 1e-3
low_power = 0.01
low_B = block_mean("B", nonlinear_rise("A", low_power))
low_A = block_mean("A", nonlinear_rise("B", low_power))
assert abs(low_B / low_A - 1) < 0.01 * abs(nl_B / nl_A - 1)

# ------- anisotropic square in scaled units, with and without liquid flow -------
n2 = 24
g, D1, w1 = chebyshev_grid(n2)
X, Y = [a.ravel() for a in np.meshgrid(g, g, indexing="ij")]
unit = np.eye(n2 + 1)
Dx, Dy = np.kron(D1, unit), np.kron(unit, D1)
area = np.kron(w1, w1)
k_xx, k_yy = 1.0, 2.0
k_xy = 0.5 * (1 - X**2) * (1 - Y**2)
capacity = 1 + 0.3 * X
laplace_s = 1.0
source_A = np.exp(-((X + 0.5)**2 + Y**2) / 0.25)
source_B = np.exp(-(X**2 + (Y - 0.5)**2) / 0.35)
source_A /= area @ source_A
source_B /= area @ source_B
flux_x = k_xx * Dx + k_xy[:, None] * Dy
flux_y = k_xy[:, None] * Dx + k_yy * Dy
sides = [(Y == g[0], -flux_y, 0.5), (Y == g[-1], flux_y, 2.0),
         (X == g[0], -flux_x, 0.2), (X == g[-1], flux_x, 1.0)]


def square_transfer(flow):
    """Both transfer impedances, and the asymmetry predicted from the flow."""
    u_x = -2 * flow * Y * (1 - X**2)
    u_y = 2 * flow * X * (1 - Y**2)
    drift = u_x[:, None] * Dx + u_y[:, None] * Dy
    operator = np.diag(laplace_s * capacity) + drift - Dx @ flux_x - Dy @ flux_y
    boundary = np.zeros(len(X), dtype=bool)
    for mask, outward, h in sides:
        operator[mask] = outward[mask] + h * np.eye(len(X))[mask]
        boundary |= mask
    rhs = np.column_stack([source_A, source_B])
    rhs[boundary] = 0
    phi_A, phi_B = np.linalg.solve(operator, rhs).T
    predicted = 2 * area @ (phi_A * (drift @ phi_B))
    return area @ (source_B * phi_A), area @ (source_A * phi_B), predicted


still_BA, still_AB, _ = square_transfer(0.0)
flow_strength = 2.0
flow_BA, flow_AB, flow_difference = square_transfer(flow_strength)
assert abs(still_BA / still_AB - 1) < 1e-5
assert abs(flow_BA / flow_AB - 1) > 3e-3
assert abs(flow_BA - flow_AB - flow_difference) < 1e-5 * flow_BA

# ---------------- printed numbers ----------------
print(f"strip length, width, thickness: {edges[-1]*1e3:.1f}, {width*1e3:.1f}, "
      f"{thickness*1e3:.1f} mm")
print(f"heat capacity per volume: {heat_capacity:.2e} J/(m^3 K)")
print(f"joint between the two halves at x = {edges[3]*1e3:.1f} mm")
print(f"conductivity left, right: {k_segment[0]:.0f}, {k_segment[-1]:.0f} W/(m K)")
print(f"cooling h left, right: {h_segment[0]:.0f}, {h_segment[-1]:.0f} W/(m^2 K)")
for name, j in (("A", segment_A), ("B", segment_B)):
    print(f"block {name}: {edges[j]*1e3:.1f} to {edges[j+1]*1e3:.1f} mm, "
          f"{power/(lengths[j]*width)*1e-4:.2f} W/cm^2 at {power:.0f} W")
print(f"steady self impedance Z_AA: {R['AA']:.5f} K/W")
print(f"steady self impedance Z_BB: {R['BB']:.5f} K/W")
print(f"steady transfer Z_BA (heat A, read B): {R['BA']:.6f} K/W")
print(f"steady transfer Z_AB (heat B, read A): {R['AB']:.6f} K/W")
print(f"steady relative mismatch: {abs(R['BA']/R['AB']-1):.1e}")
for t, z_BA, z_AB in step_rows:
    print(f"step response at {t:.2f} s: Z_BA {z_BA:.6f}, Z_AB {z_AB:.6f} K/W")
for name, z in (("Z_BA", f_BA), ("Z_AB", f_AB)):
    print(f"{name} at {frequency:.1f} Hz: amplitude {abs(z):.6f} K/W, "
          f"phase {np.degrees(np.angle(z)):.3f} deg")
print(f"mean rise of B with {power:.0f} W in A: {power*R['BA']:.4f} K")
print(f"mean rise of A with {power:.0f} W in B: {power*R['AB']:.4f} K")
print(f"mean rise of A with {power:.0f} W in A: {power*R['AA']:.3f} K")
print(f"mean rise of B with {power:.0f} W in B: {power*R['BB']:.3f} K")
print(f"hottest point of B with {power:.0f} W in A: {peak_B:.4f} K")
print(f"hottest point of A with {power:.0f} W in B: {peak_A:.4f} K")
print(f"falling conductivity k/(1+T/T0), T0 = {k_scale_temperature:.0f} K:")
print(f"  mean rise of B with {power:.0f} W in A: {nl_B:.4f} K")
print(f"  mean rise of A with {power:.0f} W in B: {nl_A:.4f} K")
print(f"  relative difference at {power:.0f} W: {100*(nl_B/nl_A-1):.3f} %")
print(f"  relative difference at {low_power:.2f} W: {100*(low_B/low_A-1):.5f} %")
print(f"square, no flow, s = {laplace_s:.1f} (scaled units): "
      f"z_BA {still_BA:.7f}, z_AB {still_AB:.7f}")
print(f"square, flow strength {flow_strength:.1f} (scaled units): "
      f"z_BA {flow_BA:.7f}, z_AB {flow_AB:.7f}")
print(f"flow asymmetry z_BA - z_AB, direct (scaled units): {flow_BA-flow_AB:.7f}")
print(f"flow asymmetry from flow integral (scaled units): {flow_difference:.7f}")
print("success")
```

It prints:

```
strip length, width, thickness: 12.0, 10.0, 0.5 mm
heat capacity per volume: 1.60e+06 J/(m^3 K)
joint between the two halves at x = 5.0 mm
conductivity left, right: 120, 60 W/(m K)
cooling h left, right: 2000, 6000 W/(m^2 K)
block A: 1.0 to 3.0 mm, 50.00 W/cm^2 at 10 W
block B: 7.0 to 10.0 mm, 33.33 W/cm^2 at 10 W
steady self impedance Z_AA: 5.94889 K/W
steady self impedance Z_BB: 2.73903 K/W
steady transfer Z_BA (heat A, read B): 0.817602 K/W
steady transfer Z_AB (heat B, read A): 0.817602 K/W
steady relative mismatch: 4.9e-15
step response at 0.05 s: Z_BA 0.006554, Z_AB 0.006554 K/W
step response at 0.10 s: Z_BA 0.056511, Z_AB 0.056511 K/W
step response at 0.20 s: Z_BA 0.232020, Z_AB 0.232020 K/W
step response at 0.50 s: Z_BA 0.627284, Z_AB 0.627284 K/W
step response at 1.00 s: Z_BA 0.793815, Z_AB 0.793815 K/W
step response at 2.00 s: Z_BA 0.817251, Z_AB 0.817251 K/W
Z_BA at 1.0 Hz: amplitude 0.387532 K/W, phase -99.771 deg
Z_AB at 1.0 Hz: amplitude 0.387532 K/W, phase -99.771 deg
mean rise of B with 10 W in A: 8.1760 K
mean rise of A with 10 W in B: 8.1760 K
mean rise of A with 10 W in A: 59.489 K
mean rise of B with 10 W in B: 27.390 K
hottest point of B with 10 W in A: 14.3925 K
hottest point of A with 10 W in B: 8.7887 K
falling conductivity k/(1+T/T0), T0 = 300 K:
  mean rise of B with 10 W in A: 7.6914 K
  mean rise of A with 10 W in B: 7.9168 K
  relative difference at 10 W: -2.848 %
  relative difference at 0.01 W: -0.00297 %
square, no flow, s = 1.0 (scaled units): z_BA 0.1239362, z_AB 0.1239362
square, flow strength 2.0 (scaled units): z_BA 0.1136120, z_AB 0.1309644
flow asymmetry z_BA - z_AB, direct (scaled units): -0.0173524
flow asymmetry from flow integral (scaled units): -0.0173524
success
```
